# Initial-State and Relaxation Parts of the CH4–CF4 Carbon 1s Shift

## Problem

The carbon 1s electron is bound more strongly in CF$_4$ than in CH$_4$. The measured difference is roughly 11 eV. Compute this shift in Hartree–Fock theory, first from orbital energies (Koopmans) and then from total energies ($\Delta$SCF). How much of it is already present in the neutral molecules, and how much comes from relaxation around the core hole?

**Conventions.** The binding energy $B$ is positive, and $\Delta$ before a quantity means its value in CF$_4$ minus its value in CH$_4$. The molecules are free, so the electron at rest far away is the common zero of energy. The nuclei stay fixed during ionization.

**Model.** Both molecules are regular tetrahedra, with chosen bond lengths of 1.09 Å for C–H and 1.32 Å for C–F. The calculation is nonrelativistic. Carbon carries the s, p and d functions of the cc-pVTZ basis, uncontracted so that the core orbital can change its shape. Hydrogen and fluorine carry 6-311G**.

## A tempting solution

The restricted Hartree–Fock equations for the neutral molecules, solved numerically, give these C 1s orbital energies $\varepsilon$:

- CH$_4$: $-\varepsilon = 304.982$ eV
- CF$_4$: $-\varepsilon = 316.122$ eV

Koopmans' approximation sets $B=-\varepsilon$, so the shift is

$$
316.122-304.982 = 11.14\ \text{eV}.
$$

The argument then continues: "The other electrons do relax around the hole, but the hole is in the same carbon 1s orbital in both molecules. The relaxation energy is therefore the same and cancels. The agreement with the measured 11 eV confirms this, so the whole shift is an initial-state effect."

## Where it fails

The subtraction is correct. The fault is the claim that the relaxation energies are equal. The hole is in the same kind of orbital, but the electrons that respond to it are not the same: carbon has different neighbours and a different valence charge in the two molecules.

The agreement with experiment cannot supply the missing proof. A single total does not reveal its parts, and an omitted relaxation difference may be offset by other omissions. The relaxation energy has to be computed for each molecule.

## What the orbital energy contains

Let $i,j$ label the occupied spin orbitals of the neutral molecule. Let $h_i$ be the kinetic energy plus nuclear attraction of one electron in orbital $i$, $J_{ij}$ the Coulomb integral, $K_{ij}$ the exchange integral, and $E_{\rm nn}$ the nuclear repulsion. The Hartree–Fock energy is

$$
E_0=E_{\rm nn}+\sum_i h_i+\frac12\sum_{i,j}(J_{ij}-K_{ij}).
$$

Remove one electron from the core spin orbital $c$ and leave every other orbital unchanged. The terms that disappear are those containing $c$:

$$
h_c+\frac12\sum_j(J_{cj}-K_{cj})+\frac12\sum_i(J_{ic}-K_{ic})-\frac12(J_{cc}-K_{cc}).
$$

The last term corrects for counting $i=j=c$ in both sums. It vanishes because $J_{cc}=K_{cc}$: an electron does not repel itself. The two sums are equal because $J_{ic}=J_{ci}$ and $K_{ic}=K_{ci}$. What disappears is therefore

$$
h_c+\sum_j(J_{cj}-K_{cj})=\varepsilon,
$$

which is the Hartree–Fock orbital energy. Hence

$$
E_{\rm frozen}=E_0-\varepsilon,
\qquad
E_{\rm frozen}-E_0=-\varepsilon .
$$

Koopmans' value is thus the cost of making an ion whose orbitals have not responded to the hole.

## Adding the relaxation

Now let the orbitals of the ion adjust while the hole stays in C 1s. Call the resulting energy $E_{\rm ion}$ and define the relaxation energy as

$$
R=E_{\rm frozen}-E_{\rm ion}.
$$

The $\Delta$SCF binding energy is the difference between two separately converged total energies. Inserting $E_{\rm ion}=E_{\rm frozen}-R$ gives

$$
B=E_{\rm ion}-E_0=(E_{\rm frozen}-E_0)-R=-\varepsilon-R .
$$

Subtracting the two molecules gives the required separation:

$$
\boxed{\Delta B=-\Delta\varepsilon-\Delta R}
$$

The first term is the initial-state part. The second is the relaxation part, also called the final-state part. If $R$ were the same in both molecules, the Koopmans shift would equal the $\Delta$SCF shift, however large $R$ was. If instead $\varepsilon$ were the same, the whole shift would come from relaxation.

## The $\Delta$SCF calculation

The ion is treated by unrestricted Hartree–Fock, in which spin-up and spin-down electrons may have different spatial orbitals. Filling the lowest orbitals would put the hole in the valence shell. Instead, at each iteration the spin-down orbital that most resembles the neutral C 1s orbital is left empty, and the remaining spin-down electrons fill the lowest other orbitals.

The converged total energies, in hartree, are:

| Molecule | $E_0$ | $E_{\rm ion}$ | $E_{\rm ion}-E_0$ |
|---|---:|---:|---:|
| CH$_4$ | −40.210942 | −29.530894 | 10.680048 |
| CF$_4$ | −435.764758 | −424.641643 | 11.123115 |

With 1 hartree = 27.211386 eV, the binding energies are

$$
B(\mathrm{CH_4})=290.619\ \text{eV},\qquad
B(\mathrm{CF_4})=302.675\ \text{eV}.
$$

Since $R=-\varepsilon-B$,

$$
R(\mathrm{CH_4})=304.982-290.619=14.363\ \text{eV},
$$

$$
R(\mathrm{CF_4})=316.122-302.675=13.447\ \text{eV}.
$$

The third decimals are kept for the subtraction and are not a claim of physical accuracy. Both relaxation energies are positive, so relaxation lowers the binding energy in each molecule. It does so by less in CF$_4$, and this widens the gap between the two:

$$
-\Delta R=-(13.447-14.363)=+0.92\ \text{eV}.
$$

The two parts and their sum are

$$
\begin{aligned}
\text{initial state:}\quad &-\Delta\varepsilon=+11.14\ \text{eV},\\
\text{relaxation:}\quad &-\Delta R=+0.92\ \text{eV},\\
\Delta\text{SCF shift:}\quad &\Delta B=+12.06\ \text{eV}=0.443\ \text{hartree}.
\end{aligned}
$$

The tempting argument was therefore right that most of the relaxation cancels: about 14 eV in each molecule leaves a difference of about 0.9 eV. It was wrong that all of it cancels.

## Why the initial-state part is large

Write the neutral molecule's core-orbital energy as

$$
\varepsilon=A+U-X.
$$

Here $A$ is the kinetic energy of the 1s electron plus its attraction to the carbon nucleus, and $X$ is the exchange contribution. The remaining electrostatic energy, in atomic units, is

$$
U=\int |\phi_c(\mathbf r)|^2
\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
-\sum_L\frac{Z_L}{d_L},
$$

where $\phi_c$ is the C 1s orbital, $\rho$ is the electron number density, and $Z_L$ and $d_L$ are the charge of ligand nucleus $L$ and its distance from carbon. The last sum treats the compact core orbital as a point when seen from a ligand nucleus. The density $\rho$ includes the core electron itself; its self-repulsion is removed by $X$.

If $A$ and $X$ change little between the molecules, then $-\Delta\varepsilon\approx-\Delta U$. The computed values are 280.196 eV for CH$_4$ and 268.974 eV for CF$_4$, so

$$
-\Delta U=280.196-268.974=11.22\ \text{eV}.
$$

This is close to the Koopmans shift of 11.14 eV. The net contribution of $A$ and $X$ is therefore only about −0.08 eV, and the initial-state shift is mainly electrostatic.

The sign can be understood from a simple picture. Treat a neutral ligand atom as a spherical charge cloud that does not reach carbon. Its nucleus and electrons then give no net potential at carbon, and replacing H by F matters only through the charge that the ligands draw from carbon. Move a number $\delta$ of electrons from a shell of radius $r$ around carbon to ligands at distance $d>r$. Their repulsion on the core electron changes from $\delta/r$ to $\delta/d$, so

$$
\delta U=-\delta\left(\frac1r-\frac1d\right)<0 .
$$

The core level moves down and its binding energy rises. The second term shows that the electrons on the ligands still repel the core electron and offset part of the effect. If $d$ approached $r$, the shift would vanish. The picture is an idealisation: at these bond lengths the ligand clouds do reach carbon, so even neutral H and F atoms give different potentials there. The picture is used here only for the sign of the shift, not for its size.

The charges computed for the neutral molecules have the sign that this picture requires; they are not used to estimate the size of the shift. Dividing the electrons among intrinsic atomic orbitals, which are atom-centred orbitals adapted to the molecule, gives carbon a charge of −0.52 $e$ in CH$_4$ and +1.20 $e$ in CF$_4$. Such charges depend on how the electrons are divided and are not directly measurable. In the same basis Mulliken charges (−0.34 and +0.78 $e$) change in the same direction, while Löwdin charges (−0.23 and −0.90 $e$) change in the opposite one. A count that needs no orbital partition supports the direction but shows a much smaller amount: a sphere of radius 1.1 bohr around carbon holds about 0.14 electron fewer in CF$_4$ than in CH$_4$.

The smaller relaxation energy of CF$_4$ may have a related cause: with less valence charge on carbon, there is less charge nearby to contract towards the hole. This is a conjecture, since the calculation gives $R$ as a total and does not divide it among atoms.

## What the comparison with 11 eV means

The Koopmans shift lies about 0.1 eV above the rough measured value, and the $\Delta$SCF shift about 1.1 eV above it. The method that includes relaxation thus agrees less well here. This does not make the relaxation difference unreal. Let $x$ stand for everything that the $\Delta$SCF model leaves out or treats approximately. Then

$$
11\approx 11.14+0.92+x,
\qquad x\approx-1.1\ \text{eV}.
$$

Koopmans' closer agreement therefore comes from leaving out two contributions of opposite sign, $-\Delta R$ and $x$. The value of $x$ is itself rough because the measured shift is given only to the nearest electronvolt. It can contain electron correlation, relativity, vibration, the chosen geometry and the finite basis. The present calculation does not determine their separate sizes.

Two of the model's choices can be varied:

- **Spin.** A pure state with one unpaired electron has $\langle S^2\rangle=0.75\,\hbar^2$. The unrestricted ions have 0.78 for CH$_4$ and 0.82 for CF$_4$, so they contain some higher-spin character. Restricted open-shell Hartree–Fock, in which paired electrons share a spatial orbital, removes it. The binding energies rise by 0.25 and 0.31 eV, and the shift becomes 12.12 eV.
- **Basis.** With uncontracted cc-pVDZ s, p and d functions on carbon and 6-31G** on the ligands, the initial-state part is 10.99 eV, the relaxation part 0.98 eV and the total 11.97 eV. Relative to the larger basis, the initial-state part falls by 0.15 eV and the relaxation part rises by 0.06 eV, so the total falls by 0.09 eV. Enlarging the basis instead, to uncontracted cc-pVQZ s, p, d and f functions on carbon and def2-TZVPPD on the ligands, gives 10.99, 0.90 and 11.89 eV, so the total falls by 0.17 eV. The trend is not monotonic, and these basis sets show only a sensitivity; they do not set a bound on the remaining basis error.

None of these changes alters the sign of the relaxation part or brings the total down to 11 eV. For the chosen geometry and the cc-pVTZ/6-311G** basis, the Hartree–Fock answer is an initial-state shift of 11.14 eV and a relaxation contribution of 0.92 eV, together 12.06 eV; the initial-state part and the total move by up to about 0.2 eV with the basis, so their decimals are not converged. Allowing for the basis and spin sensitivity, this is about 11 eV plus about 1 eV, or about 12 eV.
